# Water's electrostatic potential from an NDDO density, with and without deorthogonalisation: a numerical check

```python
"""Electrostatic potential of water from an NDDO density matrix.

Result under test: an NDDO matrix L belongs to the orthogonalised orbitals
phi = chi S^(-1/2).  The potential therefore needs P = S^(-1/2) L S^(-1/2)
with all products chi_m chi_n.  Reading L directly in the chi basis is neutral
if only one-centre products are kept, and falsely charged if all are kept.

Symbols: chi = STO-3G functions, orthonormal within each atom; S = overlap;
X = S^(-1/2); L = density matrix in the phi basis; P = in the chi basis.
Hartree atomic units; potentials are printed in millihartree per e.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft

# ---------- molecule and integrals ----------
bond, angle = 1.8, 105.0
half = np.radians(angle / 2)
xyz = np.array([[0, 0, 0],
                [0, bond * np.sin(half), bond * np.cos(half)],
                [0, -bond * np.sin(half), bond * np.cos(half)]])
Z = np.array([8.0, 1.0, 1.0])
mol = gto.M(atom=[[s, tuple(r)] for s, r in zip("OHH", xyz)],
            unit="Bohr", basis="sto-3g", verbose=0)
n_el, n_occ = mol.nelectron, mol.nelectron // 2
atoms = [slice(0, 5), slice(5, 6), slice(6, 7)]
owner = np.array([0, 0, 0, 0, 0, 1, 2])
same = owner[:, None] == owner[None, :]

S_raw = mol.intor("int1e_ovlp")
s12 = S_raw[0, 1]
T = np.eye(7)                       # Schmidt: O 2s made orthogonal to O 1s
T[:2, 1] = np.array([-s12, 1.0]) / np.sqrt(1 - s12**2)


def change4(g, C):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", g, C, C, C, C, optimize=True)


S = T.T @ S_raw @ T
assert np.allclose(S[same], np.eye(7)[same], atol=1e-7)
h = T.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ T
dip_ints = np.array([T.T @ d @ T for d in mol.intor("int1e_r")])
w, U = np.linalg.eigh(S)
X = (U / np.sqrt(w)) @ U.T
S_half = (U * np.sqrt(w)) @ U.T
hL = X @ h @ X
gL = change4(change4(mol.intor("int2e"), T), X)


# ---------- self-consistent fields in the orthogonalised basis ----------
def fock_full(L):
    return (hL + np.einsum("mnls,ls->mn", gL, L)
            - 0.5 * np.einsum("mlns,ls->mn", gL, L))


L_atoms = np.diag([2, 2, 4 / 3, 4 / 3, 4 / 3, 1, 1])   # neutral atoms
F_atoms = fock_full(L_atoms)
core = np.where(same, hL, F_atoms)  # screened resonance elements


def fock_nddo(L):
    F = core.copy()
    for A in atoms:
        for B in atoms:
            g = gL[A, A, B, B]
            F[A, A] += np.einsum("mnls,ls->mn", g, L[B, B])
            F[A, B] -= 0.5 * np.einsum("mlns,ls->mn", g, L[A, B])
    return F


def solve(fock):
    L = L_atoms
    for _ in range(2000):
        e, C = np.linalg.eigh(fock(L))
        new = 2 * C[:, :n_occ] @ C[:, :n_occ].T
        if np.abs(new - L).max() < 1e-10:
            return new, e
        L = 0.5 * L + 0.5 * new
    raise RuntimeError("SCF not converged")


L_hf, e_hf = solve(fock_full)
L_nd, e_nd = solve(fock_nddo)
assert e_nd[n_occ] > e_nd[n_occ - 1]

# Back-transformed density against an independent AO-basis calculation
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
E_hf = mf.kernel()
assert mf.converged
T_inv = np.linalg.inv(T)
P_hf = T_inv @ mf.make_rdm1() @ T_inv.T
assert np.abs(X @ L_hf @ X - P_hf).max() < 1e-5

# NDDO Fock matrix against the derivative of the NDDO energy
g_kept = gL * same[:, :, None, None] * same[None, None, :, :]


def energy_nddo(L):
    J = np.einsum("mnls,ls->mn", g_kept, L)
    K = np.einsum("mlns,ls->mn", g_kept, L)
    return np.sum(L * core) + 0.5 * np.sum(L * (J - 0.5 * K))


D = np.random.default_rng(1).normal(size=(7, 7))
D = 0.1 * (D + D.T)
slope = (energy_nddo(L_nd + D) - energy_nddo(L_nd - D)) / 2
assert abs(slope - np.sum(fock_nddo(L_nd) * D)) < 1e-9

# Screened resonance block is closer to the Hartree-Fock block than bare H
F_hf = fock_full(L_hf)
dev_bare = np.sqrt(np.mean((hL - F_hf)[~same] ** 2))
dev_scr = np.sqrt(np.mean((F_atoms - F_hf)[~same] ** 2))
assert dev_scr < dev_bare

# Variational bound for the deorthogonalised NDDO determinant
E_nd = 0.5 * np.sum(L_nd * (hL + fock_full(L_nd))) + mol.energy_nuc()
assert E_nd > E_hf

# ---------- densities to be compared ----------
dens = {"HF": P_hf,
        "NDDO deorthogonalised": X @ L_nd @ X,
        "NDDO (a) one-centre": L_nd * same,
        "NDDO (b) all products": L_nd,
        "HF control, read as (a)": (S_half @ P_hf @ S_half) * same}
charge = {k: n_el - np.sum(P * S) for k, P in dens.items()}
dipole = {k: Z @ xyz[:, 2] - np.sum(P * dip_ints[2]) for k, P in dens.items()}


def potential_ints(points):
    out = []
    for r in points:
        with mol.with_rinv_origin(r):
            out.append(T.T @ mol.intor("int1e_rinv") @ T)
    return np.array(out)


def nuclear(points):
    d = np.linalg.norm(points[:, None, :] - xyz[None, :, :], axis=2)
    return (Z / d).sum(axis=1)


# Charge and potential against quadrature of each density
grid = dft.gen_grid.Grids(mol)
grid.level = 4
grid.build()
chi = mol.eval_gto("GTOval_sph", grid.coords) @ T
probe = np.array([[0.0, 0.0, -6.0]])
v_probe = potential_ints(probe)[0]
dist = np.linalg.norm(grid.coords - probe[0], axis=1)
R_far = 200.0
far = np.array([[0, 0, R_far], [0, 0, -R_far]])
v_far, n_far = potential_ints(far), nuclear(far)
for k, P in dens.items():
    rho_w = np.einsum("gm,mn,gn->g", chi, P, chi, optimize=True) * grid.weights
    assert abs(n_el - rho_w.sum() - charge[k]) < 2e-4
    assert abs((rho_w / dist).sum() - np.sum(P * v_probe)) < 2e-4
    up, down = n_far - np.einsum("gmn,mn->g", v_far, P)
    assert abs(R_far * (up + down) / 2 - charge[k]) < 1e-3
    assert abs(R_far**2 * (up - down) / 2 - dipole[k]) < 2e-3
assert abs(charge["NDDO deorthogonalised"]) < 1e-6
assert abs(charge["NDDO (a) one-centre"]) < 1e-6
assert charge["NDDO (b) all products"] < -0.1

# Dipole of the one-centre reading: atomic charges plus oxygen hybridisation
q_atom = np.array([Z[i] - np.trace(L_nd[a, a]) for i, a in enumerate(atoms)])
mu_charge = q_atom @ xyz[:, 2]
mu_hybrid = -2 * sum(L_nd[s, 4] * dip_ints[2][s, 4] for s in (0, 1))
assert abs(mu_charge + mu_hybrid - dipole["NDDO (a) one-centre"]) < 1e-6

# ---------- sampling surface ----------
radii = np.array([5.0, 4.0, 4.0])
surface = []
for i, R in enumerate(radii):
    n = int(10 * R**2)              # equal number of points per area
    j = np.arange(n) + 0.5
    c, f = 1 - 2 * j / n, np.pi * (1 + 5**0.5) * j
    s = np.sqrt(1 - c**2)
    for r in xyz[i] + R * np.c_[s * np.cos(f), s * np.sin(f), c]:
        d = np.linalg.norm(r - xyz, axis=1)
        if all(d[m] >= radii[m] for m in range(3) if m != i):
            surface.append(r)
surface = np.array(surface)
v_s, n_s = potential_ints(surface), nuclear(surface)
V = {k: 1e3 * (n_s - np.einsum("gmn,mn->g", v_s, P)) for k, P in dens.items()}


def rms(a):
    return np.sqrt(np.mean(a**2))


err = {k: rms(V[k] - V["HF"]) for k in dens}
assert err["NDDO deorthogonalised"] < err["NDDO (b) all products"]
reading = rms(V["NDDO (a) one-centre"] - V["NDDO deorthogonalised"])

# Overlap cloud against one point charge at its centroid
cloud = L_nd * ~same
q_cloud = -np.sum(cloud * S)
centre = -np.array([np.sum(cloud * d) for d in dip_ints]) / q_cloud
diff = V["NDDO (b) all products"] - V["NDDO (a) one-centre"]
point = 1e3 * q_cloud / np.linalg.norm(surface - centre, axis=1)
assert rms(diff - point) < 0.1 * rms(diff)

spots = np.array([[0, 0, -5.0], [0, 0, 5.0], xyz[1] * (1 + 4.0 / bond)])
v_p, n_p = potential_ints(spots), nuclear(spots)

# ---------- output ----------
debye = (constants.e * constants.physical_constants["Bohr radius"][0]
         * constants.c / 1e-21)
volt = constants.physical_constants["Hartree energy in eV"][0]
print(f"O-H distance {bond:.1f} bohr, angle {angle:.1f} degrees")
print(f"H position y, z: {xyz[1, 1]:.4f}, {xyz[1, 2]:.4f} bohr")
print(f"O 1s-2s overlap before Schmidt step: {s12:.4f}")
print(f"Overlap O2s-H, O2py-H, O2pz-H: {S[1, 5]:.4f}, {S[3, 5]:.4f}, "
      f"{S[4, 5]:.4f}")
print(f"HF energy: {E_hf:.6f} hartree")
print(f"HF energy of NDDO determinant above minimum: "
      f"{1e3 * (E_nd - E_hf):.3f} millihartree")
print(f"O2py-H element, bare H: {hL[3, 5]:.4f} hartree")
print(f"O2py-H element, neutral-atom Fock: {F_atoms[3, 5]:.4f} hartree")
print(f"O2py-H element, converged HF Fock: {F_hf[3, 5]:.4f} hartree")
print(f"rms deviation of O-H and H-H block from HF: bare {dev_bare:.4f}, "
      f"screened {dev_scr:.4f} hartree")
print(f"NDDO atomic charges O, H: {q_atom[0]:.4f}, {q_atom[1]:.4f} e")
q_hf = [Z[i] - np.trace(L_hf[a, a]) for i, a in enumerate(atoms)]
print(f"HF Loewdin charges O, H: {q_hf[0]:.4f}, {q_hf[1]:.4f} e")
print(f"Dipole (a), charge part: {mu_charge:.4f} e bohr")
print(f"Dipole (a), hybrid part: {mu_hybrid:.4f} e bohr")
print("Total charge (e) and dipole z about O (e bohr):")
for k in dens:
    print(f"  {k}: {charge[k] + 0.0:.4f}, {dipole[k]:.4f}")
for k in list(dens)[:3]:
    print(f"Dipole in debye, {k}: {dipole[k] * debye:.3f} D")
print(f"Overlap cloud: charge {q_cloud:.4f} e, centroid z {centre[2]:.4f} bohr")
print(f"Surface radii O, H: {radii[0]:.1f}, {radii[1]:.1f} bohr; "
      f"{len(surface)} points")
print(f"rms HF potential on surface: {rms(V['HF']):.3f} millihartree/e")
print("rms error against HF (millihartree/e), relative to rms HF (percent):")
for k in list(dens)[1:]:
    print(f"  {k}: {err[k]:.3f}, {100 * err[k] / rms(V['HF']):.1f}")
print(f"rms of (a) minus deorthogonalised: {reading:.3f} millihartree/e")
print(f"rms of (b) minus (a): {rms(diff):.3f} millihartree/e")
print(f"rms left after point-charge model of the cloud: "
      f"{rms(diff - point):.3f} millihartree/e")
print("Potential (millihartree/e) at z=-5 bohr, z=+5 bohr, 4 bohr beyond H:")
for k, P in dens.items():
    a = 1e3 * (n_p - np.einsum("gmn,mn->g", v_p, P))
    print(f"  {k}: {a[0]:.3f}, {a[1]:.3f}, {a[2]:.3f}")
for k in list(dens)[1:3]:
    print(f"rms error in volts, {k}: {err[k] * 1e-3 * volt:.4f} V")
print("ALL CHECKS PASSED")
```

Running it gives:

```
O-H distance 1.8 bohr, angle 105.0 degrees
H position y, z: 1.4280, 1.0958 bohr
O 1s-2s overlap before Schmidt step: 0.2367
Overlap O2s-H, O2py-H, O2pz-H: 0.4786, 0.3134, 0.2405
HF energy: -74.962040 hartree
HF energy of NDDO determinant above minimum: 0.638 millihartree
O2py-H element, bare H: -0.1474 hartree
O2py-H element, neutral-atom Fock: -0.3018 hartree
O2py-H element, converged HF Fock: -0.4821 hartree
rms deviation of O-H and H-H block from HF: bare 0.1958, screened 0.1102 hartree
NDDO atomic charges O, H: -0.2560, 0.1280 e
HF Loewdin charges O, H: -0.2621, 0.1311 e
Dipole (a), charge part: 0.2805 e bohr
Dipole (a), hybrid part: 0.5221 e bohr
Total charge (e) and dipole z about O (e bohr):
  HF: 0.0000, 0.6801
  NDDO deorthogonalised: -0.0000, 0.6749
  NDDO (a) one-centre: -0.0000, 0.8027
  NDDO (b) all products: -2.2255, -0.9038
  HF control, read as (a): 0.0000, 0.8191
Dipole in debye, HF: 1.729 D
Dipole in debye, NDDO deorthogonalised: 1.715 D
Dipole in debye, NDDO (a) one-centre: 2.040 D
Overlap cloud: charge -2.2255 e, centroid z 0.7668 bohr
Surface radii O, H: 5.0, 4.0 bohr; 268 points
rms HF potential on surface: 15.024 millihartree/e
rms error against HF (millihartree/e), relative to rms HF (percent):
  NDDO deorthogonalised: 0.118, 0.8
  NDDO (a) one-centre: 2.894, 19.3
  NDDO (b) all products: 434.075, 2889.2
  HF control, read as (a): 3.225, 21.5
rms of (a) minus deorthogonalised: 2.988 millihartree/e
rms of (b) minus (a): 434.318 millihartree/e
rms left after point-charge model of the cloud: 6.617 millihartree/e
Potential (millihartree/e) at z=-5 bohr, z=+5 bohr, 4 bohr beyond H:
  HF: -25.135, 26.296, 17.847
  NDDO deorthogonalised: -25.014, 26.143, 17.675
  NDDO (a) one-centre: -31.090, 31.426, 18.374
  NDDO (b) all products: -410.417, -480.607, -403.093
  HF control, read as (a): -31.531, 32.257, 18.697
rms error in volts, NDDO deorthogonalised: 0.0032 V
rms error in volts, NDDO (a) one-centre: 0.0787 V
ALL CHECKS PASSED
```
